# Choosing the damping factor for a self-consistent ballistic Schottky nanowire

## The setting and its safe range

A program that couples electrostatics to ballistic transport offers a damping, or mixing, factor $\beta$. Given a subband edge $U(z)$, it computes the electron line density $n=B[U]$, solves Poisson's equation for a new edge $P[n]$, and moves part of the way:

$$U\leftarrow U+\beta\,(P[B[U]]-U).$$

Let $\chi=-\delta n/\delta U$ be the density response and $K$ the electrostatic response of the edge to charge. At equilibrium, in the mean-field model below and with no bound level beneath the metal bands, the self-consistent solution is unique, and the iteration converges from nearby starts if

$$0<\beta<\frac{2}{1+\lambda_{\max}},\qquad \lambda_{\max}=\text{largest eigenvalue of }K\chi .$$

Two further choices decide whether this solution is the intended one. The potential must be regular on the wire axis, and each contact must fill its own scattering states with a Fermi factor that falls at high energy.

## Model and signs

Hartree atomic units are used. A wire of radius $R$ and permittivity $\varepsilon_w$ lies in an oxide of permittivity $\varepsilon_{ox}$, which reaches a coaxial gate at $R_g$. Metal planes close the structure at $z=0$ (source) and $z=L$ (drain).

Electrons occupy one transverse mode with frozen density $g(r)\propto J_0^2(j_{01}r/R)$ inside the wire, where $j_{01}$ is the first zero of $J_0$ and $\int_0^R2\pi r\,g\,dr=1$. The volume density is $n(z)g(r)$.

Let $W=-\phi$ be the electrostatic energy of an electron. Since the charge density is $-ng$, Poisson's equation $\nabla\cdot(\varepsilon\nabla\phi)=-4\pi(-ng)$ becomes

$$\nabla\cdot(\varepsilon\nabla W)=-4\pi n(z)g(r),\qquad U(z)=\Phi_B+\int_0^R2\pi r\,g\,W\,dr .$$

The contact barrier $\Phi_B$ is measured from the source Fermi level and includes the confinement energy. The electrodes impose $W=0$ at the source, $-V_D$ at the drain and $-V_G$ at the gate. Here $V_G$ and $V_D$ are energies, and $V_G=0$ is flat band. The Fermi levels are $\mu_S=0$ and $\mu_D=-V_D$.

Each metal is represented by one propagating mode with the wire's mass $m$ and a band bottom $D$ below its Fermi level. Valence bands, valley degeneracy, nonparabolicity, image forces, exchange-correlation, scattering and tunnelling through the oxide are left out.

## Poisson's equation, one axial mode at a time

Subtract the linear function $-V_Dz/L$, which meets both end conditions. It has no radial flux, so it solves the charge-free equation in both dielectrics and across their interface. The remainder vanishes at both ends:

$$W=-\frac{V_Dz}{L}+\sum_m w_m(r)\sin k_mz,\qquad k_m=\frac{m\pi}{L}.$$

The second $z$ derivative of each sine gives $-k_m^2$, hence

$$-\frac1r(r\varepsilon w_m')'+\varepsilon k_m^2w_m=4\pi n_mg,$$

where $n_m$ is the sine coefficient of $n$. At the gate the remainder is $-V_G+V_Dz/L$, with coefficients

$$b_m=\frac2L\int_0^L\!\Big(-V_G+\frac{V_Dz}{L}\Big)\sin k_mz\,dz=-\frac{2V_G[1-(-1)^m]+2V_D(-1)^m}{m\pi}.$$

The radial equation is linear, so the average of $w_m$ over $g$ is $K_mn_m+T_mb_m$. The number $K_m$ is the response to charge with the gate grounded, and $T_m$ is the response to the gate without charge.

### Regularity on the axis

Where $g$ plays no part, the solutions are $I_0(kr)$ and $K_0(kr)$. Near the axis $K_0(kr)\simeq-\ln r+\text{const}$, so a term $cK_0$ carries the flux

$$2\pi r\varepsilon_ww'\to-2\pi\varepsilon_wc .$$

Integrating Poisson's equation over a thin cylinder shows that $\lambda_0$ electrons per length on the axis give flux $-4\pi\lambda_0$. The term therefore represents a spurious line density $\lambda_0=\varepsilon_wc/2$. The physical condition is $r\varepsilon w'\to0$.

Finite volumes impose it directly. With cell centres $r_i=(i+\tfrac12)h$, integration over a cell gives

$$-r_{i+\frac12}\varepsilon_{i+\frac12}\frac{w_{i+1}-w_i}{h}+r_{i-\frac12}\varepsilon_{i-\frac12}\frac{w_i-w_{i-1}}{h}+\varepsilon_ik^2r_ihw_i=4\pi n_mg_ir_ih .$$

For $i=0$ the inner face has $r_{-1/2}=0$ and its flux drops out; no axial potential is prescribed. At the dielectric interface, continuity of flux through two half cells gives the harmonic mean of the permittivities.

### The response numbers in closed form

Take $u_1=I_0(kr)$, regular on the axis, and $u_2=K_0(kr)+\gamma I_0(kr)$, continued through the oxide so that it vanishes at the gate. In the oxide it is proportional to

$$v(r)=I_0(kR_g)K_0(kr)-K_0(kR_g)I_0(kr).$$

Continuity of $w$ and $\varepsilon w'$ at $R$, with $q=\varepsilon_{ox}v'(R)/v(R)$, requires $\varepsilon_wk(-K_1+\gamma I_1)=q(K_0+\gamma I_0)$. Thus

$$\gamma=\frac{\varepsilon_wkK_1(kR)+qK_0(kR)}{\varepsilon_wkI_1(kR)-qI_0(kR)} .$$

Because $r(u_1'u_2-u_1u_2')=1$, the function $u_1(r_<)u_2(r_>)/\varepsilon_w$ has the unit flux jump required of a Green function. Averaging its response over $g$ gives $4\pi\cdot2\pi$ times a double integral. The two orderings of the radii contribute equally, so

$$K_m=\frac{16\pi^2}{\varepsilon_w}\int_0^R\!r\,g\,u_2(r)\int_0^r\!r'g(r')u_1(r')\,dr'\,dr .$$

For $T_m$, let $f=AI_0(kr)$ in the wire continue to $f(R_g)=1$. For two charge-free solutions $r\varepsilon(fu_2'-u_2f')$ is constant. In the wire it equals $-\varepsilon_wA$. At the gate $u_2=0$ and $v'(R_g)=-1/R_g$, so it equals $-\varepsilon_{ox}u_2(R)/v(R)$. Therefore

$$T_m=A\int_0^R2\pi r\,g\,I_0(kr)\,dr,\qquad A=\frac{\varepsilon_{ox}u_2(R)}{\varepsilon_wv(R)} .$$

For $R=30$, $R_g=45$, $L=200$ bohr, $\varepsilon_w=12$ and $\varepsilon_{ox}=4$, Gauss quadrature gives $K_1=0.272$ hartree bohr and $T_1=0.828$. For $m=10$ they are $0.0247$ hartree bohr and $0.0090$. The gate controls slow variations along the wire and hardly reaches rapid ones, because a charge-free field of wave number $k$ decays inward from the gate.

### What pinning the axis costs

Suppose a program sets $w=0$ at a small radius $a_0$. It has then added a line charge that cancels $w(0)$. A unit line charge produces $u=(2/\varepsilon_w)u_2$, so the added charge is $-w(0)/u(a_0)$. By reciprocity, the $g$-average of $u$ equals the axial potential $w(0)$ caused by unit density $g$. Hence

$$\Delta K\simeq-\frac{w(0)^2}{u(a_0)},\qquad u(a_0)\simeq\frac2{\varepsilon_w}\ln\frac1{a_0}+\text{const}.$$

The error vanishes only logarithmically. When the innermost cell is pinned, the relative error of $K_1$ is 47% for $h=1$ bohr and still 36% for $h=0.25$ bohr. With the regular axis it is $2\times10^{-4}$ and $1\times10^{-5}$. If refining the radial mesh changes the result slowly, inspect the axis condition before the damping.

## Ballistic density

On a lattice of spacing $a$, the second difference turns $-\psi''/(2m)+U\psi=E\psi$ into

$$\psi_{j-1}=\Big[2+\frac{U_j-E}{t}\Big]\psi_j-\psi_{j+1},\qquad t=\frac1{2ma^2}.$$

A lead with band bottom $E_b$ has $E=E_b+2t(1-\cos ka)$ and velocity $v=dE/dk=2ta\sin ka$. For source injection, start at the drain with an outgoing wave, $\psi_{j+1}=e^{iqa}\psi_j$, and recur towards the source. If $E$ lies below the exit band, use the decaying wave. Under a barrier this direction follows the growing solution, so rounding errors do not overtake it.

At the source, $\psi_0=A_{in}+B$ and $\psi_{-1}=A_{in}e^{-ika}+Be^{ika}$. Eliminating $B$ gives

$$A_{in}=\frac{e^{ika}\psi_0-\psi_{-1}}{2i\sin ka},$$

and division by $A_{in}$ makes the incoming amplitude one. Drain injection is the mirror image.

The site on a metal plane represents half a cell of metal and half a cell of semiconductor, so it takes the mean of the two band edges. Using the semiconductor edge there misplaces the step by $a/2$, a first-order error. For a rectangular barrier 40 bohr long whose top lies 0.008 hartree above the Fermi energy, with $m=0.2$ and $D=0.02$ hartree, the continuum transmission at the Fermi energy is 0.0349. Halving $a$ from 1.25 bohr divides the error by 4.00 with the mean and by 1.94 without it.

### Occupation factors that converge

A lead of length $\ell$ has $2\ell\,dk/(2\pi)$ incoming states in $dk$, including spin, each with squared amplitude $1/\ell$. The lengths cancel:

$$n(z)=\frac1\pi\int_0^\infty dk\,\big[|\psi_S|^2f_S+|\psi_D|^2f_D\big],\qquad f_c=\frac1{1+e^{(E-\mu_c)/kT}} .$$

In each term $k$ is the wave number in the injecting lead. Written over energy, the integral contains $dk=dE/v$, whose factor $1/v$ diverges at the band bottom. In general $|\psi|^2$ vanishes faster there, so the integrand stays finite, but integration over $k$ avoids the division altogether.

The upper limit is governed by $f_c$. Stopping at $E=\mu_c+x\,kT$ omits roughly $kT\,e^{-x}|\psi|^2/(\pi v)$. A reversed sign in the exponent would fill the high states and make the integral grow with its cutoff.

A planar contact is different. Summing $f$ over two free transverse momenta gives, per spin and unit area, $(m\,kT/2\pi)\ln[1+e^{(\mu-E_z)/kT}]$, where $E_z$ is the longitudinal energy. A wire with one conserved transverse mode has no such sum, so the logarithm does not belong here.

The momentum mesh must also resolve resonances between the two contact barriers. The energy spacing $v\,\Delta k$ should be smaller than the narrowest resonance that matters. Otherwise the density jumps as a level crosses mesh points, which damping cannot cure.

### Current

The transmission is $T=|\tau|^2\sin qa/\sin ka$, where $\tau$ is the outgoing amplitude. Multiplying injected states by $vT$ and using $v\,dk=dE$ gives

$$I=\frac1\pi\int dE\,T(E)(f_S-f_D).$$

One $T$ serves both directions. For the two scattering solutions at the same $E$, the recurrence keeps $\psi_{S,j}\psi_{D,j+1}-\psi_{S,j+1}\psi_{D,j}$ constant. Its value is $-2i\tau'\sin ka$ in the source and $-2i\tau\sin qa$ in the drain, with $\tau'$ the amplitude transmitted from the drain. Thus $\tau'\sin ka=\tau\sin qa$, and $|\tau'|^2\sin ka/\sin qa$ equals $T$.

## Why the damping limit holds

First, $K$ is positive. Multiply the radial equation, with grounded gate, by $2\pi rw_m$ and integrate. The boundary terms vanish at the gate and, by regularity, on the axis:

$$\int_0^{R_g}2\pi r\,\varepsilon(w_m'^2+k_m^2w_m^2)\,dr=4\pi K_mn_m^2>0 .$$

Second, $\chi$ is positive semidefinite at equilibrium. Regard wire and leads as one large closed system with levels $E_p$ at fixed $\mu$. Its density equals the sum over scattering states if no bound level lies below the metal bands. This holds for $0\le V_G\le\Phi_B+D$: electron charge only raises $W$, so $U\ge\Phi_B-V_G\ge-D$. A change $V$ of the potential changes the density so that

$$\sum_jV_j\,\delta N_j=2\sum_{pq}|V_{pq}|^2\,\frac{f_p-f_q}{E_p-E_q}\le0,$$

with $N_j=an_j$ and the quotient replaced by $f'(E_p)$ for equal energies. Every term is nonpositive because $f$ decreases with energy.

Uniqueness follows. Two solutions obey $U_1-U_2=K(n_1-n_2)$. Its scalar product with $n_1-n_2$ is nonnegative because $K$ is positive. Integrating the response along the straight line from $U_2$ to $U_1$ shows that the same product is nonpositive. It is therefore zero, so $n_1=n_2$ and $U_1=U_2$.

Near the solution, an error $\delta U$ changes the density by $-\chi\,\delta U$ and the Poisson result by $-K\chi\,\delta U$. One damped step gives

$$\delta U\leftarrow[1-\beta(1+K\chi)]\,\delta U .$$

The matrix $K\chi$ has the eigenvalues of the symmetric matrix $K^{1/2}\chi K^{1/2}$, which are real and nonnegative. Each error component is multiplied by $1-\beta(1+\lambda)$. Requiring magnitude below one for every $\lambda$ gives the stated range.

If $\lambda$ is known merely to lie between 0 and $\lambda_{\max}$, the best guaranteed rate comes from equal magnitudes at the two ends, $1-\beta=\beta(1+\lambda_{\max})-1$:

$$\beta_*=\frac2{2+\lambda_{\max}},\qquad \text{error factor}\ \frac{\lambda_{\max}}{2+\lambda_{\max}} .$$

At finite bias the two contacts have different Fermi levels. The density is no longer the equilibrium response to one $\mu$, and the argument guarantees neither uniqueness nor this limit. A small residual $P[B[U]]-U$ shows that a solution was reached, not that it is the sole one.

## Using the result

For the geometry above, take $m=0.2$, $\Phi_B=0.008$ and $D=0.02$ hartree, and 300 K, so $kT=9.50\times10^{-4}$ hartree. These are model values, not a real contact. The confinement energy $j_{01}^2/(2mR^2)=0.016$ hartree exceeds $\Phi_B$, so the band edge without confinement would lie 0.008 hartree below the metal Fermi level. The oxide is only 0.8 nm thick, so gate leakage, omitted here, would have to be considered in a real device. At $V_G=0.015$ hartree and $V_D=0$, central differences of the density on a 5-bohr lattice give $\lambda_{\max}=1.39$. On this lattice the limit is $2/2.39=0.837$. With $\beta_*=2/3.39=0.59$, each step near the solution multiplies every eigenvector component of the error by at most 0.41 in magnitude. The lattice matters little here: refining $a$ from 5 to 0.625 bohr moves $\lambda_{\max}$ from 1.390 to 1.387 and the limit from 0.837 to 0.838.

At 0.9 of the limit the most sensitive error is multiplied by $1-1.8=-0.8$, or $0.8^8=0.168$ in magnitude after eight steps. At 1.1 of the limit the factor is $-1.2$, and eight steps give 4.30. Direct iteration from a small displacement along the most sensitive eigenvector gives the same two values to the digits shown.

This suggests a way to read an equilibrium run near its solution. If plain damping makes the residual alternate in sign with ratio $-\rho$, then $1+\lambda=(1+\rho)/\beta$ for the dominant component. Reduce $\beta$ if $\rho$ approaches one. If the residual keeps its sign and shrinks slowly, $\beta$ is too small.

For a first estimate, a long uniform wire with $\mu-U\gg kT$ has $n=(2/\pi)\sqrt{2m(\mu-U)}$, hence $\chi=\sqrt{2m/(\mu-U)}/\pi$. With $\mu-U=0.005$ hartree this gives $K_1\chi\simeq0.8$. It is a scale, not a bound: contacts and resonances are absent from it. For the same $\chi$, a thicker oxide raises $K$ and lowers the limit on $\beta$.

Anderson mixing combines earlier steps to reduce the residual $F$:

$$U\leftarrow U+\beta F-(\Delta U+\beta\,\Delta F)c,$$

where the columns of $\Delta U$ and $\Delta F$ are differences between successive iterates and residuals, and $c$ minimizes $|F-\Delta F\,c|$. With up to six differences, $\beta=0.3$, and a residual limit of $10^{-10}$ hartree, the following biased runs needed 7 to 12 density evaluations.

## A gate sweep

Set $V_D=0.01$ hartree, $a=2.5$ bohr, 6000 midpoint momenta per lead and a cutoff of $25\,kT$. Energies below are in hartree and currents in atomic units.

| $V_G$ | $I$ | $U(L/2)$ | below top |
|---|---|---|---|
| 0 | $2.83\times10^{-8}$ | 0.0077 | 0.26 |
| 0.005 | $1.47\times10^{-6}$ | 0.0030 | 0.967 |
| 0.010 | $3.71\times10^{-5}$ | −0.0015 | 0.999 |
| 0.015 | $1.63\times10^{-4}$ | −0.0056 | 1.000 |
| 0.020 | $3.52\times10^{-4}$ | −0.0091 | 1.000 |

The last column is the share of current at energies below the barrier top, taken as the larger of $\Phi_B$ and the highest computed edge. At $V_G=0$ the top is a charge-induced hump of 0.0083 hartree near $z=10$ bohr; measured from $\Phi_B$ the share would be 0.18. The gate lowers the channel but not the edge at the metal, so the current passes from mostly thermionic to almost wholly tunnelling. The first gate step multiplies it by 52. Lowering a purely thermionic barrier by the same 0.005 hartree would give $e^{5.26}\simeq190$.

At $V_G=0.020$ hartree the current is 2.33 microampere. Since $\int(f_S-f_D)dE\simeq V_D$, the weighted mean transmission is $\pi I/V_D=0.11$. On a lattice with $a=1.25$ bohr this current is 0.5% lower, and the currents at $V_G=0$, 0.005 and 0.010 hartree are 0.6–0.7% lower. The third digit of the tabulated currents is therefore not converged in $a$.

Without electron charge in Poisson's equation, the current is 25% larger at this gate energy. It is still 12% larger at $V_G=0$, where the mid-channel density is just $4\times10^{-7}$ per bohr. A uniform barrier rise of $kT\ln1.12\simeq1\times10^{-4}$ hartree would suffice. A uniform line density equal to the mid-channel value would raise the edge by only about $K_1n\simeq10^{-7}$ hartree, so the charge responsible must lie nearer the contacts, where metal states decay into the wire. At $V_G=0.020$ hartree the density is 0.0156 per bohr at $z=5$ bohr and 0.0048 at $z=20$ bohr.

Truncating the occupations of this last case at $6\,kT$ loses $7.3\times10^{-4}$ electrons; at $10\,kT$ the loss is $1.5\times10^{-5}$. The ratio 47 is close to $e^4=55$; the prefactor $|\psi|^2/v$ also varies with energy. A cutoff near $10\,kT$ is ample for the charge of this last case. It is not ample when the barrier top lies near the cutoff: at $V_G=0$, with the barrier more than $8\,kT$ above $\mu_S$, it loses about 30% of the current and 20% of the mid-channel density. The cutoff must lie many $kT$ above the barrier top as well as above the Fermi level.

## When the model, not the setting, is at fault

A two-dimensional finite-volume potential for the last case gives a largest coupling of $5.6\times10^{-4}$ hartree to the next axially symmetric mode, 0.069 hartree higher. The second-order shift is the squared coupling divided by this gap, $4.5\times10^{-6}$ hartree, far below $kT$. The next subband's minimum lies about 0.015 hartree, or $16\,kT$, above the source Fermi level. Freezing one mode is reasonable here, although evanescent charge from other metal modes remains omitted. A wider wire reduces the energy spacings between transverse modes as $1/R^2$.

The mean field is less secure. At $V_G=0.020$ hartree the channel holds about 1.45 electrons, counting the half cells at the contacts. One electron spread over 200 bohr shifts the edge by roughly $K_1/L=0.0014$ hartree, or $1.4\,kT$. Discrete charging and self-interaction may therefore matter when the contacts are weakly transmitting. No choice of $\beta$ repairs that, since damping changes the path to the mean-field solution and not the solution itself.
